# Why straight Cartesian steps limit the rotation of stiff groups

## The result

Turning a stiff bond through an angle moves its end atom along an arc. A Cartesian step obtained by linearizing the rotation moves it along the tangent to that arc; "straight step" below means this tangential step. If the bond has length $r$ and the step is meant to turn it by $\theta$ (in radians), the tangent leaves the bond too long by

$$\Delta r\simeq\tfrac12 r\theta^2 .$$

The stretch is second order in the angle, but it is paid for with the stiffness of the bond, while the rotation gains only the energy of a soft angle. Let $k$ be the stretching stiffness in N/m and $\kappa$ the angular stiffness in J/rad². The balance is governed by

$$\varepsilon=\frac{\kappa}{kr^2},$$

and for $\varepsilon\ll1$, starting from an unstretched bond and to leading order in $\varepsilon$, a full straight step lowers the energy only if

$$\theta<2\sqrt{\varepsilon}.$$

With $r=100$ pm, $k=500$ N/m and $\kappa=2\times10^{-20}$ J/rad², round values chosen for illustration, the limit is about 7°. An exact Cartesian Hessian hardly changes it. Making the step in the angle itself removes it.

## What a straight step does to a bond

Fix one end of the bond at the origin and let the other atom move in a plane. Its distance from the origin is $R$ and its angle from the energy minimum is $\phi$. The model energy is

$$E=\tfrac12k(R-r)^2+\tfrac12\kappa\phi^2 .$$

The atom starts with the bond unstretched, $R=r$, at the angle $\phi=\theta$. Let $\mathbf e_r$ be the unit vector pointing outward along the bond, and $\mathbf e_t$ the unit vector perpendicular to it, pointing towards the minimum. A straight step meant to remove the whole angle has length $r\theta$ and leads to

$$\mathbf x=r\,\mathbf e_r+r\theta\,\mathbf e_t .$$

The two vectors are perpendicular, so Pythagoras gives the new length:

$$R=r\sqrt{1+\theta^2}=r\left(1+\tfrac12\theta^2-\tfrac18\theta^4+\dots\right).$$

Subtracting $r$ gives the stretch $r\theta^2/2$ to leading order. It is positive for either sense of rotation, because a tangent lies outside its circle.

The angle actually turned is $\arctan\theta=\theta-\theta^3/3+\dots$. The step therefore falls short by $\theta^3/3$, which leaves a soft energy of only $\tfrac12\kappa(\theta^3/3)^2=\kappa\theta^6/18$. For small angles the rotation itself succeeds; the damage is in the bond length.

The missing ingredient is the inward part of the arc. A true rotation ends at $r\cos\theta\,\mathbf e_r+r\sin\theta\,\mathbf e_t$, and $\cos\theta\simeq1-\theta^2/2$. Adding the inward displacement $-\tfrac12r\theta^2\,\mathbf e_r$ to the straight step gives

$$R^2=r^2\left[\left(1-\tfrac12\theta^2\right)^2+\theta^2\right]=r^2\left(1+\tfrac14\theta^4\right),$$

because the terms $-\theta^2$ and $+\theta^2$ cancel. The remaining stretch is $r\theta^4/8$. At $\theta=0.1$ the numerical example gives 0.499 pm for the straight step and 0.00125 pm with the inward term.

## The energy balance and the step limit

To leading order the stretch costs

$$E_{\text{stretch}}=\tfrac12k\left(\tfrac12r\theta^2\right)^2=\tfrac18kr^2\theta^4 .$$

The energy available from the soft angle is $\tfrac12\kappa\theta^2$. This is also the decrease that a quadratic model predicts for the tangential step, since such a model does not see the stretch. The ratio of actual to predicted decrease is therefore

$$\eta=\frac{\tfrac12\kappa\theta^2-\tfrac18kr^2\theta^4}{\tfrac12\kappa\theta^2}
=1-\frac{kr^2\theta^2}{4\kappa}=1-\frac{\theta^2}{4\varepsilon}.$$

It vanishes at $\theta=2\sqrt\varepsilon$. Beyond that angle the full step raises the energy. A more cautious limit, $\theta\le\sqrt\varepsilon$, keeps at least three quarters of the predicted decrease at this order.

The square root comes from comparing a fourth power with a second power. A bond 100 times stiffer, with the same $r$ and $\kappa$, makes the allowed angle 10 times smaller. At the limit the stretch is $\tfrac12r(2\sqrt\varepsilon)^2=2\varepsilon r$, so the energy balance tolerates only a very small change of bond length.

For the example,

$$kr^2=500\times(10^{-10})^2\ \text{J}=5\times10^{-18}\ \text{J},\qquad
\varepsilon=\frac{2\times10^{-20}}{5\times10^{-18}}=0.004 .$$

Hence $2\sqrt\varepsilon=0.126$ rad, or 7.25°, and $\sqrt\varepsilon=0.063$ rad, or 3.62°. The tolerated stretch is $2\times0.004\times100$ pm $=0.8$ pm. The full model energy gives the following balance for tangential steps.

| $\theta$ (rad) | stretch (pm) | stretch energy (J) | available (J) | $\eta$ |
|---:|---:|---:|---:|---:|
| 0.020 | 0.020 | $1.00\times10^{-25}$ | $4.00\times10^{-24}$ | 0.975 |
| 0.063 | 0.200 | $9.98\times10^{-24}$ | $4.00\times10^{-23}$ | 0.750 |
| 0.100 | 0.499 | $6.22\times10^{-23}$ | $1.00\times10^{-22}$ | 0.378 |
| 0.200 | 1.98 | $9.80\times10^{-22}$ | $4.00\times10^{-22}$ | −1.45 |
| 0.500 | 11.8 | $3.48\times10^{-20}$ | $2.50\times10^{-21}$ | −12.9 |

At 0.5 rad the leading formula would give $\eta=-14.6$. The true value is less negative mainly because the true stretch, 11.8 pm, is below the leading estimate of 12.5 pm.

## Why an exact Hessian does not help

One might expect the second derivatives to know that the atom should follow an arc. To see what they contain, displace the atom by $a$ along $\mathbf e_r$ and by $b$ along $\mathbf e_t$. To second order in $a$ and $b$,

$$R=\sqrt{(r+a)^2+b^2}\simeq r+a+\frac{b^2}{2r},\qquad
\phi=\theta-\arctan\frac{b}{r+a}\simeq\theta-\frac br+\frac{ab}{r^2}.$$

The stretching energy becomes

$$\tfrac12k\left(a+\frac{b^2}{2r}\right)^2=\tfrac12ka^2+\frac{k\,ab^2}{2r}+\frac{k\,b^4}{8r^2}.$$

Only the first term is quadratic. The cubic term rewards an inward displacement during a sideways one, and the quartic term is the cost found above. A quadratic model discards both. (Third-order corrections to $R$ would add only fourth-order terms containing $a$, so they do not alter the quadratic model.)

Squaring $\phi$ and keeping terms up to second order gives the complete quadratic model:

$$E_2=\tfrac12\kappa\theta^2-\frac{\kappa\theta}{r}b+\tfrac12ka^2+\frac{\kappa\theta}{r^2}ab+\frac{\kappa}{2r^2}b^2 .$$

The Newton step makes both derivatives of $E_2$ vanish. The derivative with respect to $a$ gives

$$ka+\frac{\kappa\theta}{r^2}b=0\quad\Rightarrow\quad a=-\varepsilon\theta b .$$

The derivative with respect to $b$, multiplied by $r^2/\kappa$, gives $-r\theta+\theta a+b=0$. Inserting $a$ leads to $b(1-\varepsilon\theta^2)=r\theta$, and therefore

$$b=\frac{r\theta}{1-\varepsilon\theta^2},\qquad
a=-\frac{\varepsilon r\theta^2}{1-\varepsilon\theta^2}.$$

There is an inward part, but its size is about $\varepsilon r\theta^2$, whereas the arc needs $r\theta^2/2$. The exact Hessian supplies a fraction of about $2\varepsilon$ of the required correction. In the example at 0.1 rad, the Newton step moves the atom inward by 0.004 pm where 0.5 pm is needed. The difficulty is thus not a poor Hessian: at an unstretched bond the curvature of the path enters the second derivatives only through the soft term $\kappa\theta ab/r^2$, while its coupling to the stiff bond first appears at cubic order.

The effect on the limit can be traced to the next order. For the tangential step, the stretch is $\tfrac12r\theta^2(1-\theta^2/4)$, and its square carries the factor $1-\theta^2/2$. The leftover soft energy $\kappa\theta^6/18$ affects the limit only at relative order $\varepsilon^2$. Equating cost and gain gives

$$\theta^2\left(1-\tfrac12\theta^2\right)=4\varepsilon .$$

Inserting $\theta^2\simeq4\varepsilon$ in the correction gives $\theta^2\simeq4\varepsilon(1+2\varepsilon)$, so $\theta\simeq2\sqrt\varepsilon\,(1+\varepsilon)$.

For the Newton step, the inward part reduces the stretch by a further factor $1-2\varepsilon$, and hence its energy by $1-4\varepsilon$. Then $\theta^2\simeq4\varepsilon(1+6\varepsilon)$ and $\theta\simeq2\sqrt\varepsilon\,(1+3\varepsilon)$. Root searches on the full energy give 0.1270 rad for the tangential step and 0.1280 rad for the Newton step, against 0.1265 rad from $2\sqrt\varepsilon$.

## What the limit does not forbid

The limit concerns a full step, one that tries to remove the whole angle. If the minimum is a larger angle $u$ away, an optimizer may take part of the step. Let the tangential displacement be $rt$. For small $t$ the energy along the line is

$$E(t)\simeq\tfrac12\kappa(u-t)^2+\tfrac18kr^2t^4 .$$

Setting the derivative to zero gives $-\kappa(u-t)+\tfrac12kr^2t^3=0$, or

$$t^3=2\varepsilon(u-t).$$

When $u\gg\sqrt\varepsilon$, the solution is approximately $t=(2\varepsilon u)^{1/3}$, which is much smaller than $u$. It can nevertheless exceed $2\sqrt\varepsilon$, because a distant minimum supplies a larger driving force. For $u=1$ rad the cubic equation gives $t=0.187$, and direct minimization of the full energy gives 0.186. The best tangential step thus covers less than a fifth of the way, although it is longer than 0.126.

Nor does the limit say that Newton iteration must diverge. Suppose a step has left the bond stretched by $s=r\theta^2/2$, with an angle $\psi$ still to go. The stretching energy for a further displacement is now $\tfrac12k(s+a+b^2/2r)^2$, to leading order in $s/r$. It contains the new quadratic term $ksb^2/(2r)$, so the tension adds $ks/r=k\theta^2/2$ to the sideways curvature $\kappa/r^2$. The next Newton step shortens the bond by about $s$ and moves sideways by about

$$b\simeq\frac{\kappa\psi/r}{\kappa/r^2+k\theta^2/2}=\frac{r\psi}{1+\theta^2/(2\varepsilon)} .$$

After a step at the limit, $\theta=2\sqrt\varepsilon$, this is one third of the sideways step that an unstretched bond would receive. After a larger step the next iteration is mostly repair.

The example confirms that this repair can work. Starting 1 rad from the minimum, Newton iteration without an energy check reaches $10^{-6}$ of the starting energy in 5 steps, but on the way it passes through a structure with about 43 times the starting energy. If each step is halved until the energy falls, the run takes 10 steps and 13 trial energies. In this run the energy check costs more steps than it saves.

That comparison should not be carried over to a molecule without care. The first unchecked step lengthens the bond by about 41%, since $\sqrt2-1=0.41$. The model bond stays harmonic there and pulls the atom back. A real bond need not be harmonic at such a length, so recovery is not assured.

## Groups of atoms

Consider now a group turning about an axis with unit vector $\mathbf n$ through the origin. The straight step moves each atom from $\mathbf x_i$ to $\mathbf x_i+\theta\,\mathbf n\times\mathbf x_i$. Atoms on the axis stay put. For any pair with separation $\mathbf d$, the new separation is $\mathbf d+\theta\,\mathbf n\times\mathbf d$. The added vector is perpendicular to $\mathbf d$ and has length $\theta\rho$, where $\rho$ is the length of the part of $\mathbf d$ perpendicular to the axis. Hence

$$d'=\sqrt{d^2+\theta^2\rho^2}\simeq d+\frac{\theta^2\rho^2}{2d}.$$

No distance shrinks, and those with a part across the axis grow. In the plane perpendicular to the axis the step turns every vector by $\arctan\theta$ and lengthens it by the factor $\sqrt{1+\theta^2}$: the group turns and swells.

Represent the stiff framework by springs, all at rest at the start, between atoms of the group or between them and atoms on the axis. The cost is

$$\sum\tfrac12k\left(\frac{\theta^2\rho^2}{2d}\right)^2=\tfrac18K\theta^4,\qquad
K=\sum\frac{k\rho^4}{d^2},$$

where each spring has its own $k$, $\rho$ and $d$. Setting this equal to the available torsional energy $\tfrac12\kappa\theta^2$ gives

$$\theta_{\text{limit}}\simeq2\sqrt{\frac{\kappa}{K}} .$$

For one bond perpendicular to the axis, $\rho=d=r$ and $K=kr^2$, as before. Each further spring with a part across the axis adds a positive term to $K$. At fixed torsional stiffness, a larger or more strongly braced group therefore has a smaller limit.

This limit assumes that the group turns while the rest of the structure stays fixed. In a free molecule a Cartesian step with overall rotation removed shares the twist $\theta=\theta_1+\theta_2$ between the two parts, which turn in opposite senses. With springs of the kind above the cost is then $\tfrac18(K_1\theta_1^4+K_2\theta_2^4)$. For two equal parts each turns by $\theta/2$, the cost is $K\theta^4/64$, and the limit on the twist rises by $\sqrt8$ to $2\sqrt{8\kappa/K}$.

As an example, take three atoms spaced evenly around an axis. Each is bonded to an axis atom by a bond of 100 pm and 500 N/m, tilted by $\alpha=70^\circ$ from the axis. Springs of $k'=50$ N/m join the three atoms to one another and to a second axis atom, $L=150$ pm behind the first. For the bonds $\rho=r\sin\alpha$. The three mutual distances are $\sqrt3\,\rho$ and lie wholly across the axis. The sum is

$$K=3kr^2\sin^4\alpha+9k'r^2\sin^2\alpha+\frac{3k'r^4\sin^4\alpha}{r^2\sin^2\alpha+(L+r\cos\alpha)^2}
=1.594\times10^{-17}\ \text{J}.$$

With a torsional stiffness of $6\times10^{-20}$ J/rad²,

$$\theta_{\text{limit}}\simeq2\sqrt{\frac{6\times10^{-20}}{1.594\times10^{-17}}}=0.1227\ \text{rad}.$$

A root search on the full three-dimensional energy gives 0.1231 rad, or 7.05°.

## What to do about it

**Step in the angle.** In the coordinates $(R,\phi)$ the model energy is a sum of two independent quadratic terms. Changing $\phi$ by $-\theta$ at fixed $R$ reaches the minimum with no stretch, whatever the size of $\theta$. For a real torsion the energy is not harmonic in the angle, and this anharmonicity then limits the step, together with any contacts between the turning group and its surroundings.

**Convert the step back without straightening it.** Atomic positions are still needed for the next energy. If an angular change is converted to Cartesian displacements by a single linear formula, the result is again $r\theta\,\mathbf e_t$, and the stretch returns. The conversion must be nonlinear. One can rotate the group with a rotation matrix, or repeat the linear conversion until the internal coordinates have their intended values. In the repeated form, the second pass detects the unwanted stretch $r\theta^2/2$ and removes it to leading order.

**If Cartesian steps must be used, limit the rotation.** Estimate $\varepsilon$, or $\kappa/K$ for a group, and keep full rotations near or below its square root. This applies to a group turning against a fixed remainder; a twist shared equally between two equal parts may be $\sqrt8$ times larger. The corresponding sideways displacement of a single bonded atom is $r\sqrt\varepsilon=\sqrt{\kappa/k}$, which is 6.3 pm in the first example. Adding the inward term $-\tfrac12r\theta^2\,\mathbf e_r$ relaxes the restriction, because it removes the leading stretch.

**Read the symptom.** If a step turns a group, its distances across the axis have all grown, and the energy falls by much less than predicted, compare the shortfall in the energy decrease with $\tfrac18K\theta^4$, summed over all parts that turn, each with its own $K$ and the angle it actually turns. The growth $\theta^2\rho^2/(2d)$ alone decides nothing, since every tangential step produces it, whatever the Hessian. If $\tfrac18K\theta^4$ accounts for the shortfall, the cause is the straightness of the step rather than an inaccurate Hessian.

The estimates assume that the stiff coordinates start at rest, respond harmonically, and are much stiffer than the rotation, and, unless stated otherwise, that only one group turns while the rest stays fixed. If the soft energy is not harmonic, replace $\tfrac12\kappa\theta^2$ by the energy $G(\theta)$ that the rotation actually releases. The leading condition for a decrease is then $\tfrac18K\theta^4<G(\theta)$. The numerical check below tests the single-bond and group limits against full model energies, and the Newton step against symbolic Cartesian derivatives.

## Numbers as computed

```
bond length r = 100.0 pm
stretching stiffness k = 500.0 N/m
angular stiffness kappa = 2.000e-20 J/rad^2
k r^2 = 5.000e-18 J
stiffness ratio eps = 0.00400
full straight steps: angle (rad), stretch (pm), stretch energy (J),
  available energy (J), actual/predicted decrease
  0.0200  0.0200  9.998e-26  4.000e-24  0.975
  0.0632  0.1998  9.980e-24  4.000e-23  0.750
  0.1000  0.4988  6.219e-23  1.000e-22  0.378
  0.2000  1.9804  9.805e-22  4.000e-22  -1.451
  0.5000  11.8034  3.483e-20  2.500e-21  -12.937
stretch at 0.1 rad, straight step = 0.49876 pm
stretch at 0.1 rad, with inward term = 0.00125 pm
Newton step at 0.1 rad: tangential = 10.00040 pm
Newton step at 0.1 rad: inward = 0.00400 pm
inward displacement needed by arc = 0.50000 pm
limits (rad): eps, 2 sqrt(eps), tangential step, Newton step
  0.0001  0.02000  0.02000  0.02001
  0.0010  0.06325  0.06331  0.06344
  0.0040  0.12649  0.12700  0.12801
  0.0100  0.20000  0.20200  0.20599
main limit 2 sqrt(eps) = 7.25 degrees
cautious limit sqrt(eps) = 3.62 degrees
best partial step from 1.0 rad, full energy = 0.1863 rad
best partial step from cubic equation = 0.1867 rad
Newton runs from 1.0 rad to 1e-6 of the starting energy:
  unmonitored: steps = 5, peak/start energy = 42.94
  monitored: steps = 10, trial energies = 13
group: tilt to axis = 70.0 degrees
group: distance between axis atoms = 150.0 pm
group: bond springs = 500.0 N/m, other springs = 50.0 N/m
group: torsional stiffness = 6.000e-20 J/rad^2
group: K = 1.5943e-17 J
group: limit from 2 sqrt(kappa/K) = 0.12269 rad
group: limit from full energy = 0.12311 rad
group: limit from full energy = 7.05 degrees
```
